# Two-Sublattice DMFT of the Néel State on the Bethe Lattice: a numerical check

```python
# RESULT UNDER TEST: two-sublattice DMFT of the half-filled Hubbard model on
# the Bethe lattice in the Neel state, Delta_s(iw) = t^2 G_(-s)(iw), and
# its limits:
#   Slater:      1 = (U/2) Int D(e) tanh(E/2T)/E de, E^2 = e^2 + (U m/2)^2
#   Heisenberg:  m = tanh(t^2 m/(U T)),  T_N = t^2/U = z J/4
# t: scaled hopping (bond hopping t/sqrt(z)), U: repulsion, T: temperature,
# m = n_up - n_dn on sublattice A, h: staggered field, D: semicircle of
# half-width 2t. Energies are in units of t, with k_B = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

t = 1.0
NB = 4                      # bath levels per spin
NORB = NB + 1               # impurity plus bath


# ---------- lattice part ----------
def semicircle_average(f):
    """Average of an even function f(e) over the semicircular D(e)."""
    g = lambda a: np.cos(a)**2 * f(2*t*np.sin(a))
    cuts = [0.0, 0.05, 0.3, np.pi/2]
    return 4/np.pi*sum(quad(g, a, b, epsabs=1e-11, limit=200)[0]
                       for a, b in zip(cuts[:-1], cuts[1:]))


def sublattice_g(zeta_a, zeta_b):
    """Local G on A from the integral over D(e)."""
    f = lambda e: zeta_b/(zeta_a*zeta_b - e*e)
    return (semicircle_average(lambda e: f(e).real)
            + 1j*semicircle_average(lambda e: f(e).imag))


def tree_root_g(z, depth, zeta_a, zeta_b):
    """Root G of an explicit finite tree, by a sparse linear solve."""
    level, parent, depth_of = np.array([0]), [np.array([-1])], [np.array([0])]
    count = 1
    for d in range(1, depth + 1):
        par = np.repeat(level, z if d == 1 else z - 1)
        level = np.arange(count, count + len(par))
        count += len(par)
        parent.append(par)
        depth_of.append(np.full(len(par), d))
    parent, depth_of = np.concatenate(parent), np.concatenate(depth_of)
    site = np.arange(count)
    new = count - 1 - site                       # leaves first, root last
    child, up = new[1:], new[parent[1:]]
    hop = np.full(count - 1, t/np.sqrt(z), dtype=complex)
    diag = np.where(depth_of % 2 == 0, zeta_a, zeta_b)
    mat = coo_matrix((np.concatenate([diag, hop, hop]),
                      (np.concatenate([new, child, up]),
                       np.concatenate([new, up, child]))),
                     shape=(count, count)).tocsc()
    rhs = np.zeros(count, dtype=complex)
    rhs[-1] = 1
    return spsolve(mat, rhs, permc_spec="NATURAL")[-1]


za, zb = 3j + 1.0, 3j - 1.0
g_limit = sublattice_g(za, zb)
ga = gb = 0j
for _ in range(200):
    ga, gb = 1/(za - t*t*gb), 1/(zb - t*t*ga)
assert abs(ga - g_limit) < 1e-9
assert abs(za*ga - zb*gb) < 1e-10
tree_dev = [abs(tree_root_g(z, 4, za, zb) - g_limit) for z in (6, 12)]
assert 1.75 < tree_dev[0]/tree_dev[1] < 2.3      # error falls as 1/z


# ---------- Slater and Weiss equations ----------
def slater_kernel(gap, T):
    def f(e):
        E = np.sqrt(e*e + gap*gap + 1e-24)
        return np.tanh(E/(2*T))/E
    return semicircle_average(f)


def slater_m(U, T):
    gap = brentq(lambda x: U/2*slater_kernel(x, T) - 1, 1e-5, U)
    return 2*gap/U


def slater_tn(U):
    return brentq(lambda T: U/2*slater_kernel(0.0, T) - 1, 1e-3, U)


def weiss_m(U, T):
    return brentq(lambda m: m - np.tanh(t*t*m/(U*T)), 1e-3, 1.0)


def matsubara(T, nfreq=4000):
    return 1j*np.pi*T*(2*np.arange(nfreq) + 1)


def continuum_loop_m(U, T, h=0.0, extra=(0.0, 0.0), steps=600):
    """Iterate Delta_s = t^2 G_(-s) on the Matsubara axis, with the Hartree
    self-energy plus a given additional self-energy extra[s](iw)."""
    iw = matsubara(T)
    gu = gd = 1/iw
    m = 0.8
    for _ in range(steps):
        gap = h + U*m/2
        gu, gd = (1/(iw + gap - extra[0] - t*t*gd),
                  1/(iw - gap - extra[1] - t*t*gu))
        m = 2*T*np.sum((gu - gd).real) + gap/(np.pi**2*T*len(iw))
    return m


m_mats, m_slater2 = continuum_loop_m(2.0, 0.05), slater_m(2.0, 0.05)
assert abs(m_mats - m_slater2) < 1e-5
U_small = 0.8
tn_small = slater_tn(U_small)
prefactor = 8*np.exp(np.euler_gamma - 1)/np.pi
tn_asym = prefactor*t*np.exp(-np.pi*t/U_small)
assert abs(tn_small/tn_asym - 1) < 0.01
assert abs(slater_tn(24.0)/(24.0/4) - 1) < 0.01


# ---------- impurity solvers ----------
def annihilators(n):
    low, sgn, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for i in range(n):
        op = np.eye(1)
        for j in range(n):
            op = np.kron(op, sgn if j < i else low if j == i else one)
        ops.append(op)
    return ops


ANN = annihilators(NORB)
OCC = [c.T @ c for c in ANN]
HOP = [ANN[0].T @ c + c.T @ ANN[0] for c in ANN[1:]]
NUMBER = np.rint(np.diag(sum(OCC))).astype(int)
SEC = [np.where(NUMBER == k)[0] for k in range(NORB + 1)]
N0 = np.diag(OCC[0])


def impurity_ed(U, h, baths, T):
    """Exact diagonalization. baths[s] = (energies, squared couplings).
    Returns poles and weights of G_up, G_dn, occupations, sector energies."""
    fock = []
    for s, (e, w) in zip((1, -1), baths):
        H = -s*h*OCC[0]
        for k in range(NB):
            H = H + e[k]*OCC[k + 1] + np.sqrt(w[k])*HOP[k]
        fock.append(H)
    en, vec = {}, {}
    for a in range(NORB + 1):
        for b in range(NORB + 1):
            A, B = SEC[a], SEC[b]
            H = (np.kron(fock[0][np.ix_(A, A)], np.eye(len(B)))
                 + np.kron(np.eye(len(A)), fock[1][np.ix_(B, B)])
                 + np.diag(U*np.kron(N0[A] - 0.5, N0[B] - 0.5)))
            en[a, b], vec[a, b] = np.linalg.eigh(H)
    ground = min(x[0] for x in en.values())
    prob = {k: np.exp(-(x - ground)/T) for k, x in en.items()}
    Z = sum(p.sum() for p in prob.values())
    prob = {k: p/Z for k, p in prob.items()}
    occ = np.zeros(2)
    for (a, b), p in prob.items():
        dens = vec[a, b]**2 @ p
        occ[0] += dens @ np.kron(N0[SEC[a]], np.ones(len(SEC[b])))
        occ[1] += dens @ np.kron(np.ones(len(SEC[a])), N0[SEC[b]])
    green = []
    for spin in (0, 1):
        xs, ws = [], []
        for (a, b) in en:
            f = (a + 1, b) if spin == 0 else (a, b + 1)
            if f not in en or max(prob[a, b].max(), prob[f].max()) < 1e-12:
                continue
            if spin == 0:
                op = np.kron(ANN[0].T[np.ix_(SEC[a + 1], SEC[a])],
                             np.eye(len(SEC[b])))
            else:
                op = np.kron(np.eye(len(SEC[a])),
                             ANN[0].T[np.ix_(SEC[b + 1], SEC[b])])
            M = vec[f].T @ op @ vec[a, b]
            w = M**2*(prob[f][:, None] + prob[a, b][None, :])
            x = en[f][:, None] - en[a, b][None, :]
            keep = w > 1e-13
            xs.append(x[keep])
            ws.append(w[keep])
        green.append((np.concatenate(xs), np.concatenate(ws)))
    return green, occ, en


def impurity_hartree(U, h, baths, T):
    """Same impurity with the interaction replaced by its Hartree field."""
    occ = np.array([1.0, 0.0])
    for _ in range(500):
        green, new = [], np.zeros(2)
        for i, s in enumerate((1, -1)):
            e, w = baths[i]
            H = np.diag(np.concatenate([[U*(occ[1 - i] - 0.5) - s*h], e]))
            H[0, 1:] = H[1:, 0] = np.sqrt(w)
            x, v = np.linalg.eigh(H)
            green.append((x, v[0]**2))
            new[i] = v[0]**2 @ (0.5*(1 - np.tanh(x/(2*T))))
        change = np.abs(new - occ).max()
        occ = new
        if change < 1e-12:
            break
    return green, occ, None


def compress(x, w):
    """Two Gauss nodes in y = 1/x on each side of zero energy: the weight
    and the first three inverse moments of each side are kept, so weak
    high-energy satellites cannot distort the low-energy bath."""
    nodes, weights = [], []
    for side in (x < 0, x > 0):
        ys, ws = 1/x[side], w[side]
        W = ws.sum()
        a0 = ws @ ys/W
        var = ws @ (ys - a0)**2/W
        a1 = ws @ ((ys - a0)**2*ys)/(W*var) if var > 1e-14 else a0
        b = np.sqrt(var)
        y, v = np.linalg.eigh(np.array([[a0, b], [b, a1]]))
        nodes.extend(1/y)
        weights.extend(W*v[0]**2)
    return np.array(nodes), np.array(weights)


def mott_baths(U, m, spread=0.5):
    """Bath t^2 G_(-s) of a local moment m with bands near -U/2 and +U/2."""
    e = np.array([-U/2 - spread, -U/2 + spread, U/2 - spread, U/2 + spread])
    n_up, n_dn = (1 + m)/2, (1 - m)/2
    return [(e, t*t*np.array([n_dn, n_dn, n_up, n_up])/2),
            (e, t*t*np.array([n_up, n_up, n_dn, n_dn])/2)]


def neel_dmft(solver, U, h, T, baths, steps=100, tol=1e-8):
    """DMFT loop; returns history of m, baths, G and a convergence flag."""
    history, done = [], False
    for _ in range(steps):
        green, occ, _e = solver(U, h, baths, T)
        history.append(occ[0] - occ[1])
        reduced = [compress(*g) for g in green]
        baths = [(reduced[1][0], t*t*reduced[1][1]),
                 (reduced[0][0], t*t*reduced[0][1])]
        if len(history) > 3 and np.ptp(history[-3:]) < tol:
            done = True
            break
    return history, baths, green, done


def pole_sum(x, w, iw):
    return (w[None, :]/(iw[:, None] - x[None, :])).sum(axis=1)


# ---------- exchange splitting of the impurity doublet ----------
m_probe, split_dev = 0.6, []
for U in (20.0, 40.0):
    _g, _o, levels = impurity_ed(U, 0.0, mott_baths(U, m_probe, 0.0), 0.01)
    splitting = levels[2, 3][0] - levels[3, 2][0]
    predicted = 2*t*t*m_probe/U
    split_dev.append(abs(splitting/predicted - 1))
    if U == 20.0:
        split20, pred20 = splitting, predicted
assert split_dev[1] < 0.02 and split_dev[1] < split_dev[0]/3

# bond exchange from the two-site Hubbard model, times z/4
z_bond, U_bond = 100, 12.0
one = np.array([[0.0, t], [t, 0.0]])/np.sqrt(z_bond)
pair = (np.kron(one, np.eye(2)) + np.kron(np.eye(2), one)
        + np.diag([U_bond, 0.0, 0.0, U_bond]))
pair_levels = np.linalg.eigvalsh(pair)
weiss_from_bond = z_bond*(pair_levels[1] - pair_levels[0])/4
assert abs(weiss_from_bond/(t*t/U_bond) - 1) < 1e-3

# ---------- weak coupling in a staggered field ----------
# The self-energy beyond Hartree is extracted from exact diagonalization with
# the U = 0 bath and put into the continuum loop. Both signs of U separate
# the even part (quadratic: 4-fold growth on doubling U) from the odd part
# (cubic: 8-fold; a linear error would give 2-fold).
h_field, T_weak, T_low = 1.0, 0.02, 0.05
_h, bath0, _g, ok1 = neel_dmft(impurity_hartree, 0.0, h_field, T_weak,
                               mott_baths(3.0, 0.7), 300, 1e-11)
assert ok1
iw = matsubara(T_weak)
beyond, weak = {}, {}
for U in (0.05, -0.05, 0.1, -0.1):
    green, occ, _e = impurity_ed(U, h_field, bath0, T_weak)
    beyond[U] = [iw + s*h_field - pole_sum(*bath0[i], iw)
                 - 1/pole_sum(*green[i], iw) - U*(occ[1 - i] - 0.5)
                 for i, s in enumerate((1, -1))]
    m_h = continuum_loop_m(U, T_weak, h_field)
    m_full = continuum_loop_m(U, T_weak, h_field, beyond[U])
    weak[U] = (m_h, m_full, m_h - m_full)
even = [(weak[U][2] + weak[-U][2])/2 for U in (0.05, 0.1)]
odd = [(weak[U][2] - weak[-U][2])/2 for U in (0.05, 0.1)]
even_ratio, odd_ratio = even[1]/even[0], odd[1]/odd[0]
assert 3.2 < even_ratio < 4.8, (even_ratio, weak)
assert odd_ratio > 6, (odd_ratio, weak)

# explicit second-order sum over particle-hole excitations, spin up
(xu, wu), (xd, wd) = impurity_hartree(0.0, h_field, bath0, T_weak)[0]
low_iw = iw[:200]
second = np.zeros(len(low_iw), dtype=complex)
for x1, w1 in zip(xu, wu):
    for x2, w2 in zip(xd, wd):
        for x3, w3 in zip(xd, wd):
            if (x1 > 0) == (x2 > 0) and (x2 > 0) != (x3 > 0):
                second += w1*w2*w3/(low_iw - x1 - x2 + x3)
from_ed = (beyond[0.05][0] + beyond[-0.05][0])[:200]/(2*0.05**2)
second_dev = np.linalg.norm(from_ed - second)/np.linalg.norm(second)
assert second_dev < 0.03, second_dev

# the same even part from the loop with four bath levels (bath error)
four_level = []
for U in (0.1, -0.1):
    hh, hb, _g, ok1 = neel_dmft(impurity_hartree, U, h_field, T_weak,
                                mott_baths(3.0, 0.7), 300, 1e-11)
    eh, _b, _g, ok2 = neel_dmft(impurity_ed, U, h_field, T_weak, hb, 100, 1e-9)
    assert ok1 and ok2
    four_level.append(hh[-1] - eh[-1])
even_four_level = sum(four_level)/2

# ---------- intermediate coupling ----------
U_mid = 4.0
hh, hb, _g, ok1 = neel_dmft(impurity_hartree, U_mid, 0.0, T_low,
                            mott_baths(U_mid, 0.8), 300, 1e-10)
eh, _b, green_mid, ok2 = neel_dmft(impurity_ed, U_mid, 0.0, T_low, hb)
assert ok1 and ok2
m_mid_slater, m_mid_hf, m_mid = slater_m(U_mid, T_low), hh[-1], eh[-1]
assert abs(m_mid_hf - m_mid_slater) < 0.02       # finite-bath error
assert 0.1 < m_mid < m_mid_hf
for w in (0.3, 1.0, 5.0):                        # particle-hole relation
    gu, gd = [np.sum(q/(1j*w - x)) for x, q in green_mid]
    assert abs(gd + np.conj(gu)) < 1e-5
assert all(abs(q.sum() - 1) < 1e-8 for _x, q in green_mid)

# ---------- strong coupling ----------
strong = {}
for U in (12.0, 24.0):
    T_half = 0.5*t*t/U
    eh, _b, _g, ok = neel_dmft(impurity_ed, U, 0.0, T_half, mott_baths(U, 0.9))
    assert ok
    T_n = t*t/U
    for _ in range(3):                           # growth factor of small m
        hist = neel_dmft(impurity_ed, U, 0.0, T_n, mott_baths(U, 0.005),
                         steps=8, tol=0.0)[0]
        growth = hist[-1]/hist[-2]
        T_n = T_n*growth
    assert abs(growth - 1) < 2e-3
    strong[U] = dict(T=T_half, m=eh[-1], weiss=weiss_m(U, T_half),
                     tn=T_n, tn_weiss=t*t/U, tn_slater=slater_tn(U))
dev_m = [abs(s["m"]/s["weiss"] - 1) for s in strong.values()]
dev_t = [abs(s["tn"]/s["tn_weiss"] - 1) for s in strong.values()]
assert dev_m[1] < 0.03 and dev_m[1] < dev_m[0]/2, (dev_m, strong)
assert dev_t[1] < 0.03 and dev_t[1] < dev_t[0]/2, (dev_t, strong)

# ---------- output ----------
print("Tree test at zeta_A = 3i+1, zeta_B = 3i-1 (units of t)")
print(f"  G_A for z -> infinity = {g_limit:.6f} 1/t")
print(f"  |G_tree - G_A|: z=6 {tree_dev[0]:.3e}, z=12 {tree_dev[1]:.3e} 1/t")
print("Slater equation")
print(f"  U=2t, T=0.05t: m Matsubara loop {m_mats:.6f}")
print(f"  U=2t, T=0.05t: m gap equation   {m_slater2:.6f}")
print(f"  U={U_small}t: T_N numerical {tn_small:.6f} t")
print(f"  U={U_small}t: T_N asymptotic {tn_asym:.6f} t")
print(f"  asymptotic prefactor 8 exp(gamma-1)/pi = {prefactor:.5f}")
print(f"Beyond Hartree, continuum loop, h={h_field} t, T={T_weak} t")
for U, (a, b, d) in weak.items():
    print(f"  U={U}t: m Hartree {a:.7f}, full {b:.7f}, difference {d:.4e}")
print(f"  growth on doubling U: even part {even_ratio:.3f}")
print(f"  growth on doubling U: odd part  {odd_ratio:.3f}")
print(f"  self-energy, ED vs second-order sum: rel. error {second_dev:.5f}")
print(f"  even part at |U|=0.1t: continuum {even[1]:.4e},"
      f" 4-level loop {even_four_level:.4e}")
print(f"Intermediate coupling U={U_mid} t, T={T_low} t, h=0")
print(f"  m Slater, continuum     {m_mid_slater:.4f}")
print(f"  m Hartree, 4-level bath {m_mid_hf:.4f}")
print(f"  m DMFT, 4-level bath    {m_mid:.4f}")
print(f"Exchange splitting, U=20 t, m={m_probe}")
print(f"  ED {split20:.6f} t, formula 2 t^2 m/U {pred20:.6f} t")
print(f"  relative error: U=20t {split_dev[0]:.5f}, U=40t {split_dev[1]:.5f}")
print(f"Two-site exchange, z={z_bond}, U={U_bond} t")
print(f"  z J/4 = {weiss_from_bond:.6f} t, t^2/U = {t*t/U_bond:.6f} t")
for U, s in strong.items():
    print(f"Strong coupling U={U} t")
    print(f"  T={s['T']:.6f} t: m DMFT {s['m']:.5f}, Weiss {s['weiss']:.5f}")
    print(f"  T_N DMFT   {s['tn']:.6f} t")
    print(f"  T_N Weiss  {s['tn_weiss']:.6f} t")
    print(f"  T_N Slater {s['tn_slater']:.6f} t")
print(f"Relative deviation of m from Weiss: {dev_m[0]:.5f}, {dev_m[1]:.5f}")
print(f"Relative deviation of T_N from Weiss: {dev_t[0]:.5f}, {dev_t[1]:.5f}")
t_ry = 0.02
kelvin = t_ry*const.value("Rydberg constant times hc in J")/const.k
s = strong[12.0]
print(f"Conversion with t = {t_ry} Ry: t/k_B = {kelvin:.1f} K")
print(f"  U=12t: T_N DMFT  {s['tn']*t_ry:.6f} Ry = {s['tn']*kelvin:.1f} K")
print(f"  U=12t: T_N Weiss {s['tn_weiss']*t_ry:.6f} Ry"
      f" = {s['tn_weiss']*kelvin:.1f} K")
print("done: every assertion held")
```

Running it gives:

```
Tree test at zeta_A = 3i+1, zeta_B = 3i-1 (units of t)
  G_A for z -> infinity = 0.091608-0.274824j 1/t
  |G_tree - G_A|: z=6 3.207e-04, z=12 1.578e-04 1/t
Slater equation
  U=2t, T=0.05t: m Matsubara loop 0.653540
  U=2t, T=0.05t: m gap equation   0.653540
  U=0.8t: T_N numerical 0.032882 t
  U=0.8t: T_N asymptotic 0.032874 t
  asymptotic prefactor 8 exp(gamma-1)/pi = 1.66850
Beyond Hartree, continuum loop, h=1.0 t, T=0.02 t
  U=0.05t: m Hartree 0.7725565, full 0.7725459, difference 1.0578e-05
  U=-0.05t: m Hartree 0.7629480, full 0.7629368, difference 1.1228e-05
  U=0.1t: m Hartree 0.7772481, full 0.7772071, difference 4.1047e-05
  U=-0.1t: m Hartree 0.7580348, full 0.7579885, difference 4.6241e-05
  growth on doubling U: even part 4.003
  growth on doubling U: odd part  7.997
  self-energy, ED vs second-order sum: rel. error 0.00005
  even part at |U|=0.1t: continuum 4.3644e-05, 4-level loop 4.2928e-05
Intermediate coupling U=4.0 t, T=0.05 t, h=0
  m Slater, continuum     0.8883
  m Hartree, 4-level bath 0.8883
  m DMFT, 4-level bath    0.8479
Exchange splitting, U=20 t, m=0.6
  ED 0.059999 t, formula 2 t^2 m/U 0.060000 t
  relative error: U=20t 0.00002, U=40t 0.00000
Two-site exchange, z=100, U=12.0 t
  z J/4 = 0.083310 t, t^2/U = 0.083333 t
Strong coupling U=12.0 t
  T=0.041667 t: m DMFT 0.94241, Weiss 0.95750
  T_N DMFT   0.082728 t
  T_N Weiss  0.083333 t
  T_N Slater 2.972325 t
Strong coupling U=24.0 t
  T=0.020833 t: m DMFT 0.95382, Weiss 0.95750
  T_N DMFT   0.041593 t
  T_N Weiss  0.041667 t
  T_N Slater 5.986124 t
Relative deviation of m from Weiss: 0.01577, 0.00385
Relative deviation of T_N from Weiss: 0.00727, 0.00176
Conversion with t = 0.02 Ry: t/k_B = 3157.8 K
  U=12t: T_N DMFT  0.001655 Ry = 261.2 K
  U=12t: T_N Weiss 0.001667 Ry = 263.1 K
done: every assertion held
```
